# The photon propagator in R-xi gauges, derived against objections: test program

```python
"""Photon propagator in the R-xi gauges, metric (+,-,-,-), natural units.

Result under test: the Maxwell operator K0 = -k^2 g + k k annihilates k.
With the Lagrangian term -(d.A)^2/(2 xi) the operator has the inverse
    K^-1 = -[g - (1 - xi) k k / k^2] / k^2,
and the propagator is i K^-1 with k^2 -> k^2 + i0 (xi > 0).
k: photon four-momentum; xi: gauge parameter; J1, J2: fermion currents;
R = J1.[g - (1 - xi) k k/k^2].J2 / k^2: amplitude / product of charges.
"""
import numpy as np
import sympy as sp

g = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return a @ g @ b


# ---- kinetic operator from the Euler-Lagrange equations on a plane wave ----
x = sp.symbols("x0:4", real=True)
ks = sp.symbols("k0:4", real=True)       # upper components
amp = sp.symbols("a0:4")                 # lower components of the field
inv_xi = sp.Symbol("inv_xi")             # zero means no gauge-fixing term
sign = [1, -1, -1, -1]
grad = sp.Matrix(4, 4, lambda m, n: sp.Symbol(f"D{m}{n}"))  # d_m A_n
F = grad - grad.T
lagrangian = -sp.Rational(1, 4) * sum(
    sign[m] * sign[n] * F[m, n]**2 for m in range(4) for n in range(4))
lagrangian -= inv_xi / 2 * sum(sign[m] * grad[m, m] for m in range(4))**2
phase = sp.exp(-sp.I * sum(sign[m] * ks[m] * x[m] for m in range(4)))
wave_grad = {grad[m, n]: sp.diff(amp[n] * phase, x[m])
             for m in range(4) for n in range(4)}
origin = {xi_: 0 for xi_ in x}
field_eq = []
for n in range(4):
    expr = -sum(sp.diff(sp.diff(lagrangian, grad[m, n]).subs(wave_grad), x[m])
                for m in range(4))
    field_eq.append(sp.expand(expr.subs(origin)))
K_sym = sp.Matrix(4, 4, lambda n, r: sp.diff(field_eq[n], amp[r]))

k_up = sp.Matrix(ks)
k_low = sp.Matrix([sign[m] * ks[m] for m in range(4)])
k2_sym = (k_up.T * k_low)[0]
K_claim = -k2_sym * sp.diag(*sign) + (1 - inv_xi) * k_up * k_up.T
assert (K_sym - K_claim).expand() == sp.zeros(4, 4)
assert (K_sym.subs(inv_xi, 0) * k_low).expand() == sp.zeros(4, 1)
K_fun = sp.lambdify((*ks, inv_xi), K_sym, "numpy")


def operator(k, c):
    """Operator with upper indices; c = 1/xi, and c = 0 is pure Maxwell."""
    return np.array(K_fun(*k, c), dtype=float)


def inverse_claim(k, xi):
    """Claimed inverse with lower indices."""
    kl = g @ k
    k2 = dot(k, k)
    return -(g - (1 - xi) * np.outer(kl, kl) / k2) / k2


# ---- inverse, projectors, spectrum at timelike and spacelike momenta ----
samples = [np.array([2.3, 0.4, -0.7, 1.1]), np.array([0.5, 1.2, -0.8, 0.9])]
for k in samples:
    k2 = dot(k, k)
    PL = np.outer(k, g @ k) / k2         # mixed indices
    PT = np.eye(4) - PL
    assert np.allclose(PL @ PL, PL) and np.allclose(PT @ PT, PT)
    assert np.allclose(PL @ PT, 0) and np.isclose(np.trace(PT), 3)
    assert np.linalg.matrix_rank(operator(k, 0.0), tol=1e-9) == 3
    assert np.allclose(operator(k, 0.0) @ g, -k2 * PT)
    for xi in (0.2, 1.0, 3.0, 40.0):
        K = operator(k, 1 / xi)
        inv = np.linalg.inv(K)
        assert np.allclose(inv, inverse_claim(k, xi), rtol=1e-9, atol=1e-10)
        assert np.allclose(K @ g, -k2 * (PT + PL / xi))
        assert np.allclose(k @ inv, -xi * (g @ k) / k2)
        eig = np.sort(np.linalg.eigvals(K @ g).real)
        expected = np.sort([-k2, -k2, -k2, -k2 / xi])
        assert np.allclose(eig, expected, atol=1e-6)
        assert np.isclose(np.linalg.det(K @ g), k2**4 / xi)
    landau = np.linalg.inv(operator(k, 1e7))
    assert np.allclose(landau, inverse_claim(k, 0.0), atol=1e-5)

k_null = np.array([3.0, 1.0, 2.0, 2.0])
null_ranks = [int(np.linalg.matrix_rank(operator(k_null, c), tol=1e-9))
              for c in (0.0, 1 / 3, 1.0)]
assert null_ranks == [1, 1, 0]

# ---- factor i: second moments of an oscillating Gaussian by quadrature ----
M = np.array([[1.0, 0.6], [0.6, -0.8]]) + 0.5j * np.eye(2)
grid = np.linspace(-14, 14, 701)
X, Y = np.meshgrid(grid, grid, indexing="ij")
weight = np.exp(0.5j * (M[0, 0] * X**2 + 2 * M[0, 1] * X * Y + M[1, 1] * Y**2))
moments = np.array([[np.sum(u * v * weight) for v in (X, Y)] for u in (X, Y)])
moments /= np.sum(weight)
gauss_error = np.max(np.abs(moments - 1j * np.linalg.inv(M)))
assert gauss_error < 1e-8

# ---- pole prescription ----
eps = 0.07
for k in samples:
    k2 = dot(k, k)
    kl = g @ k
    for xi in (0.2, 3.0):
        K_eps = -(k2 + 1j * eps) * g + (1 - 1 / xi) * np.outer(k, k)
        claim = g - (1 - xi) * np.outer(kl, kl) / (k2 + 1j * xi * eps)
        assert np.allclose(np.linalg.inv(K_eps), -claim / (k2 + 1j * eps))

# smear the two poles with a smooth function of s = k^2
s = np.linspace(-8, 8, 160001)
smooth = (1 + s) * np.exp(-s**2)
small = 1e-3


def smeared(xi):
    vals = smooth / ((s + 1j * small) * (s + 1j * xi * small))
    return np.sum(vals) * (s[1] - s[0])


# integration by parts gives the double-pole limit for this function
double_pole = -2 * np.sqrt(np.pi) - 1j * np.pi
pole_plus, pole_minus = smeared(3.0), smeared(-3.0)
assert abs(pole_plus - double_pole) < 0.03   # remainder is of order small
assert abs(pole_minus - double_pole) > 100   # pinched poles

# ---- worked example: one-photon exchange between two Dirac fermions ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in pauli]


def slash(p):
    return sum(g[m, m] * p[m] * gamma[m] for m in range(4))


def spinor(p):
    mass = np.sqrt(dot(p, p))
    start = np.array([1, 0, 0, 0], complex)
    u = (slash(p) + mass * np.eye(4)) @ start / np.sqrt(p[0] + mass)
    assert np.allclose(slash(p) @ u, mass * u)
    assert np.isclose(u.conj() @ gamma[0] @ u, 2 * mass)
    return u


def current(p_out, p_in):
    bar = spinor(p_out).conj() @ gamma[0]
    return np.array([bar @ gm @ spinor(p_in) for gm in gamma])


p_in, p_out = np.array([6.0, 4, 2, 0]), np.array([5.0, 2, 2, -1])
q_in, q_out = np.array([2.0, 0, 0, 0]), np.array([3.0, 2, 0, 1])
k = p_in - p_out
assert np.allclose(k, q_out - q_in)
assert np.isclose(dot(p_in, p_in), dot(p_out, p_out))
assert np.isclose(dot(q_in, q_in), dot(q_out, q_out))
k2 = dot(k, k)
J1, J2 = current(p_out, p_in), current(q_out, q_in)
assert abs(dot(k, J1)) < 1e-12 and abs(dot(k, J2)) < 1e-12
time_only = np.array([1.0, 0, 0, 0])
T1, T2 = J1 * time_only, J2 * time_only


def reduced_amplitude(left, right, xi):
    """Solve the field equation K A = right, then contract with left."""
    field = np.linalg.solve(operator(k, 1 / xi), right)   # lower indices
    assert np.isclose(k @ field, -xi * dot(k, right) / k2, atol=1e-10)
    return -left @ field


xis = [0.1, 1.0, 3.0, 10.0]
R_cons = [reduced_amplitude(J1, J2, xi) for xi in xis]
R_time = [reduced_amplitude(T1, T2, xi) for xi in xis]
R_mixed = [reduced_amplitude(J1, T2, xi) for xi in xis]
assert np.allclose(R_cons, dot(J1, J2) / k2)
assert np.allclose(R_mixed, R_mixed[0])      # one conserved current suffices
slope = dot(k, T1) * dot(k, T2) / k2**2
assert abs(slope) > 0.1
assert np.allclose(np.diff(R_time) / np.diff(xis), slope)

# without gauge fixing only a conserved source admits a solution
K0 = operator(k, 0.0)


def residual(source):
    best = np.linalg.lstsq(K0.astype(complex), source, rcond=1e-10)[0]
    return np.linalg.norm(K0 @ best - source)


res_cons, res_time = residual(J2), residual(T2)
assert res_cons < 1e-10 and res_time > 0.1
A_sol = np.linalg.solve(operator(k, 1 / 3), J2)
assert np.allclose(K0 @ A_sol, J2)           # also solves Maxwell's equation


def row(v, digits=4):
    return "  ".join(f"{np.round(float(t), digits) + 0.0:.{digits}f}" for t in v)


def cnum(z):
    re, im = np.round(z.real, 5) + 0.0, np.round(z.imag, 5) + 0.0
    return f"{re:.5f} {im:+.5f}i"


print("masses (GeV):", row([np.sqrt(dot(p_in, p_in)), np.sqrt(dot(q_in, q_in))]))
for name, vec in (("p", p_in), ("p'", p_out), ("q", q_in), ("q'", q_out),
                  ("k", k)):
    print(f"{name} upper components (GeV):", row(vec, 1))
print(f"k^2 = {k2:.4f} GeV^2")
print("Maxwell operator K0, upper indices (GeV^2):")
for line in K0:
    print("  ", row(line))
print("K0 times lower k (GeV^3):", row(K0 @ g @ k))
for label, c in (("K0", 0.0), ("K at xi=3", 1 / 3)):
    ev = np.sort(np.linalg.eigvals(operator(k, c) @ g).real)
    print(f"mixed-index eigenvalues of {label} (GeV^2):", row(ev))
print(f"determinant at xi=3: {np.linalg.det(operator(k, 1/3) @ g):.4f} GeV^8")
print("inverse of K at xi=3, lower indices (GeV^-2):")
for line in np.linalg.inv(operator(k, 1 / 3)):
    print("  ", row(line))
print("ranks at lightlike k=(3,1,2,2) GeV for K0, xi=3, xi=1:", null_ranks)
for name, cur in (("J1", J1), ("J2", J2)):
    print(f"{name} upper components (GeV):", "; ".join(cnum(z) for z in cur))
    print(f"|k.{name}| below 1e-12 GeV^2:", bool(abs(dot(k, cur)) < 1e-12))
print("R (dimensionless), conserved currents | time components only:")
for xi, a, b in zip(xis, R_cons, R_time):
    print(f"  xi={xi:4.1f}:  {cnum(a)}  |  {cnum(b)}")
print("slope dR/dxi, time components only:", cnum(slope))
print(f"least-squares residual of K0 A = J2 below 1e-10 GeV: {res_cons < 1e-10}")
print(f"same residual, time component of J2 only: {res_time:.4f} GeV")
print(f"Gaussian moments minus i K^-1 below 1e-8: {gauss_error < 1e-8}")
print(f"smeared poles, test function (1+s)exp(-s^2), eps = {small}:")
print("  double-pole limit:", cnum(double_pole))
print("  xi=3: ", cnum(pole_plus))
print("  xi=-3:", cnum(pole_minus))
print("all tests passed")
```

Printed output:

```
masses (GeV): 4.0000  2.0000
p upper components (GeV): 6.0  4.0  2.0  0.0
p' upper components (GeV): 5.0  2.0  2.0  -1.0
q upper components (GeV): 2.0  0.0  0.0  0.0
q' upper components (GeV): 3.0  2.0  0.0  1.0
k upper components (GeV): 1.0  2.0  0.0  1.0
k^2 = -4.0000 GeV^2
Maxwell operator K0, upper indices (GeV^2):
   5.0000  2.0000  0.0000  1.0000
   2.0000  0.0000  0.0000  2.0000
   0.0000  0.0000  -4.0000  0.0000
   1.0000  2.0000  0.0000  -3.0000
K0 times lower k (GeV^3): 0.0000  0.0000  0.0000  0.0000
mixed-index eigenvalues of K0 (GeV^2): 0.0000  4.0000  4.0000  4.0000
mixed-index eigenvalues of K at xi=3 (GeV^2): 1.3333  4.0000  4.0000  4.0000
determinant at xi=3: 85.3333 GeV^8
inverse of K at xi=3, lower indices (GeV^-2):
   0.1250  0.2500  0.0000  0.1250
   0.2500  -0.7500  0.0000  -0.2500
   0.0000  0.0000  -0.2500  0.0000
   0.1250  -0.2500  0.0000  -0.3750
ranks at lightlike k=(3,1,2,2) GeV for K0, xi=3, xi=1: [1, 1, 0]
J1 upper components (GeV): 10.75174 -0.42164i; 5.90292 -0.21082i; 4.00555 -1.68655i; -1.05409 +0.00000i
|k.J1| below 1e-12 GeV^2: True
J2 upper components (GeV): 4.47214 +0.00000i; 1.78885 +0.00000i; 0.00000 +1.78885i; 0.89443 +0.00000i
|k.J2| below 1e-12 GeV^2: True
R (dimensionless), conserved currents | time components only:
  xi= 0.1:  -8.86240 +2.16846i  |  -14.72550 +0.57747i
  xi= 1.0:  -8.86240 +2.16846i  |  -12.02082 +0.47140i
  xi= 3.0:  -8.86240 +2.16846i  |  -6.01041 +0.23570i
  xi=10.0:  -8.86240 +2.16846i  |  15.02602 -0.58926i
slope dR/dxi, time components only: 3.00520 -0.11785i
least-squares residual of K0 A = J2 below 1e-10 GeV: True
same residual, time component of J2 only: 1.8257 GeV
Gaussian moments minus i K^-1 below 1e-8: True
smeared poles, test function (1+s)exp(-s^2), eps = 0.001:
  double-pole limit: -3.54491 -3.14159i
  xi=3:  -3.53237 -3.12745i
  xi=-3: 1567.25926 +1.56373i
all tests passed
```
